# Stability of a falling-characteristic discharge with series resistance and parallel capacitance

## Result

A discharge at a steady point on a falling voltage–current characteristic is represented, for small changes, by a negative resistance \(-r\) in series with an inductance \(L\). An ideal voltage source feeds it through a resistance \(R\), and a capacitance \(C\) lies across it. With \(r,L,R,C>0\), the steady point is asymptotically stable in linear theory if and only if

\[
R>r\qquad\text{and}\qquad C<\frac{L}{Rr}. \tag{1}
\]

If one condition is met only with equality while the other holds, the linear theory does not decide the stability of the real discharge. It also says nothing about the final amplitude of an instability.

The inductance is not that of the wires. It describes the delay with which the discharge current follows a change of voltage. For a low-current Townsend discharge sustained by ions striking the cathode,

\[
L=\frac{T}{g'I_0},\qquad C_{\max}=\frac{T}{g'I_0Rr}, \tag{2}
\]

where \(I_0\) is the steady current, \(T\) the mean delay between the birth of an ion and its arrival at the cathode, and \(g'\) the voltage derivative of the gain per ion generation, defined below. SI units are used in the formulas.

## Circuit equations

Let \(V\) be the discharge voltage, \(I\) its conduction current and \(V_s\) the source voltage. The current through \(R\) divides between the capacitance and the discharge:

\[
C\frac{dV}{dt}=\frac{V_s-V}{R}-I .
\]

The displacement current of the gap itself is carried by \(C\), which is therefore the total capacitance: gap, cable and any added capacitor.

Write \(V=V_0+v\) and \(I=I_0+i\), with \(V_s\) constant. The steady terms cancel, which leaves

\[
C\frac{dv}{dt}=-\frac{v}{R}-i,\qquad v=L\frac{di}{dt}-ri. \tag{3}
\]

For very slow changes the second equation gives \(v=-ri\), so \(r=-dV/dI\) on the static characteristic.

For solutions proportional to \(e^{st}\), equations (3) become \((Cs+1/R)v=-i\) and \(v=(Ls-r)i\). Inserting the second in the first and dividing by \(i\),

\[
\left(Cs+\frac1R\right)(Ls-r)+1=0 .
\]

Multiplying out gives \(LCs^2+(L/R-rC)s+1-r/R=0\). Division by \(LC\) yields

\[
s^2+bs+c=0,\qquad b=\frac1{RC}-\frac rL,\qquad c=\frac{1-r/R}{LC}. \tag{4}
\]

## Proof of the two conditions

The roots have sum \(-b\) and product \(c\). Suppose first that both have negative real parts. Their sum is then negative, so \(b>0\). Their product is positive, being either the product of two negative numbers or the squared modulus of a complex pair, so \(c>0\).

Conversely, suppose \(b>0\) and \(c>0\). If the roots are complex, each has real part \(-b/2<0\). If they are real, the positive product gives them the same sign, and the negative sum makes that sign negative.

Stability is thus equivalent to \(b>0\) and \(c>0\). The first means \(1/(RC)>r/L\), or \(C<L/(Rr)\). The second means \(R>r\). This proves (1).

For given \(C\), the conditions leave a window for the resistance,

\[
r<R<\frac{L}{rC},
\]

which is open only if \(C<L/r^2\). Beyond that capacitance no choice of \(R\) stabilizes the point. Within the window, a larger \(R\) lowers the permitted capacitance.

## The two ways of failing

**Resistance too small.** If \(R<r\), then \(c<0\). The discriminant \(b^2-4c\) is positive and the roots are real with opposite signs. One disturbance grows without oscillating. Reducing \(C\) cannot cure it: for \(C\to0\) the characteristic equation becomes \((Ls-r)/R+1=0\), so

\[
s=-\frac{R-r}{L},
\]

which is still positive for \(R<r\).

**Capacitance too large.** If \(R>r\) and \(C=L/(Rr)\), then \(b=0\) and \(s=\pm i\omega_0\), with

\[
\omega_0^2=c=\frac{1-r/R}{L}\,\frac{Rr}{L}
=\frac{r(R-r)}{L^2},\qquad
\omega_0=\frac{\sqrt{r(R-r)}}{L}. \tag{5}
\]

Just above this capacitance the oscillation grows. The condition \(b<0\) reads \(RC>L/r\): the capacitor holds the voltage for a time \(RC\) longer than the time \(L/r\) in which the current runs away at fixed voltage, so the resistor acts too late. A slower discharge response, that is a larger \(L\) at fixed \(r\), is stabilizing. Far above the limit \(c\to0\) while \(b\to-r/L\), so both roots become real and positive and the growth no longer oscillates.

**Why \(L\) cannot be dropped.** Multiply (4) by \(L\):

\[
Ls^2+\left(\frac{L}{RC}-r\right)s+\frac{1-r/R}{C}=0 .
\]

As \(L\to0\), the root that stays finite obeys \(-rs+(1-r/R)/C=0\), hence \(s=(1/r-1/R)/C\). The sum of the roots is \(r/L-1/(RC)\), so the other root tends to \(r/L\), large and positive. For \(R<r\) the finite root is negative. An equation written without \(L\) retains that root alone and wrongly declares the point stable.

## Inductance from ion feedback

Consider plane electrodes of area \(A\) and separation \(d\), with \(x\) measured from the cathode. An electron leaving the cathode produces \(e^a-1\) ions, where \(a=\int_0^d\alpha\,dx\) and \(\alpha\) is the ionization coefficient. Each ion reaching the cathode releases \(\gamma\) electrons on average. The gain per generation is

\[
g=\gamma(e^a-1),
\]

and a steady discharge has \(g=1\). Electron transit is treated as instantaneous, and ions are the only source of secondary electrons.

Let \(q\) be the electron current leaving the cathode. Its present value comes from earlier values, delayed by times with mean \(T\). For changes slow against \(T\), the average of \(q(t-\tau)\) over the delays is \(q-T\,dq/dt\), and

\[
q=g\left(q-T\frac{dq}{dt}\right).
\]

Set \(q=q_0+\delta q\) and \(g=1+g'v+g_Ii\), where \(g'=\partial g/\partial V\) and \(g_I=\partial g/\partial I\). To first order \(\delta q\) cancels on the two sides:

\[
T\frac{d\,\delta q}{dt}=q_0(g'v+g_Ii).
\]

At leading order in slowness \(\delta q/q_0=i/I_0\). Dividing by \(q_0g'\),

\[
\frac{T}{g'I_0}\frac{di}{dt}=v+\frac{g_I}{g'}i. \tag{6}
\]

Comparison with (3) gives \(L=T/(g'I_0)\) and \(r=g_I/g'\).

What has been dropped? In a steady state the total current is \(I=qe^a\), so for slow changes, apart from delays, \(\delta q/q_0=i/I_0-(da/dV)v\). The extra term in \(T\,d(\delta q/q_0)/dt\) is of order \(Tg'\,dv/dt\), and the delay in the action of \(v\) on the gain has the same order. After division by \(g'\) these are terms of order \(T\,dv/dt\). The delay of the ion current and the second-order term in the average of \(q(t-\tau)\) add terms of order \(TL\,d^2i/dt^2\), and the delay of the space charge adds one of order \(Tr\,di/dt\) when the field exponent \(m\) of \(\gamma\), introduced below, is of order one; these are the sizes of the two parts of \(T\,dv/dt\). With \(v=L\,di/dt-ri\), the part containing \(r\) changes the inductance by a relative amount of order \(rg'I_0\). The part containing \(L\) acts at frequency \(\omega_0\) like a resistance of order \(\omega_0^2LT\). Relative to \(r\) this is \((R-r)T/L=(R-r)g'I_0\), by (5). Near onset, the lumped model therefore requires

\[
Rg'I_0\ll1. \tag{7}
\]

**Gain slope.** Let \(\gamma\propto E_c^m\), with \(E_c\) the cathode field. Without space charge \(E_c=V/d\), so \(d\gamma/dV=m\gamma/V\) and

\[
g'=\frac{m\gamma}{V}(e^a-1)+\gamma e^a\frac{da}{dV}
=\frac mV+(1+\gamma)\frac{da}{dV}. \tag{8}
\]

The last step uses \(\gamma(e^a-1)=1\), hence \(\gamma e^a=1+\gamma\). For \(\alpha=A_ip\,e^{-B_ip/E}\) at pressure \(p\), with \(E=V/d\), differentiation gives \(da/dV=aB_ipd/V^2\).

**Mean delay.** In a uniform field the probability density of ion births is \(\alpha e^{\alpha x}/(e^a-1)\). An ion born at \(x\) arrives after \(x/w\), with \(w\) the drift speed. Integrating by parts,

\[
T=\frac1w\,\frac{de^a-(e^a-1)/\alpha}{e^a-1}
=\frac dw\left[\frac1{1-e^{-a}}-\frac1a\right]. \tag{9}
\]

## Negative resistance from space charge

No ions enter at the anode, so electrons carry the whole current density \(J=I/A\) there. Going back towards the cathode, \(j_e=Je^{-\alpha(d-x)}\). The ions carry the rest, and their charge density is

\[
\rho=\frac Jw\left[1-e^{-\alpha(d-x)}\right].
\]

Electron charge is neglected because electrons move much faster. The field points towards the cathode, and positive charge strengthens it there: its magnitude obeys \(dE/dx=-\rho/\varepsilon_0\). Integrating twice,

\[
V=E_cd-\frac1{\varepsilon_0}\int_0^d(d-x)\rho\,dx .
\]

The excess cathode field \(\delta E_c=E_c-V/d\) follows with \(y=d-x\):

\[
\delta E_c=\frac{J}{\varepsilon_0wd}\int_0^d y(1-e^{-\alpha y})\,dy
=\frac{IdS}{\varepsilon_0wA},
\]

\[
S=\frac12-\frac{1-(1+a)e^{-a}}{a^2}. \tag{10}
\]

At fixed voltage \(\int_0^d\delta E\,dx=0\), so to first order \(a\) is unchanged: \(\delta a=(d\alpha/dE)\int_0^d\delta E\,dx=0\). The gain rises through \(\gamma\), by \(\delta g=m\,\delta E_c/E\). Dividing \(g_I=\delta g/I\) by \(g'\),

\[
r=\frac{mdS}{\varepsilon_0wAEg'}\qquad(I_0\to0). \tag{11}
\]

At larger current \(r\) should be taken from the local static slope. Equation (11) is equivalent to \(rg'I_0=m\,\delta E_c/E\). The field distortion also shifts the birth positions and speeds of the ions, which changes \(L\) by a relative amount of order \(\delta E_c/E\) whatever the value of \(m\). For small \(m\) this exceeds \(rg'I_0\), so (2) needs \(\delta E_c\ll E\) in addition to (7). In the example below \(\delta E_c/E\approx0.03\). For the same gap at higher current, with the local slope and \(R=2r\), the critical capacitance of the resolved model described below lies under the lumped limit by 2% at 5 µA, 5% at 8 µA, 12% at 12 µA and 25% at 20 µA, although \(Rg'I_0\) is only 0.14 at the last point.

## Worked example: argon at one microampere

The example has \(p=1\) Torr, \(d=1\) cm, \(A=10\) cm², \(I_0=1\) µA and \(R=2\) MΩ. The rough argon coefficients are \(A_i=12\) and \(B_i=180\) V, both per cm Torr, and \(w=80\) m/s times the square root of \(E/p\) in V/(cm Torr). The yield is \(\gamma=0.02\) at 200 V/(cm Torr), with \(m=1\).

The condition \(g=1\) gives a breakdown voltage of 167.8 V, with \(a=4.104\) and \(\gamma=0.0168\). From (8),

\[
g'=\frac1{167.8}+1.0168\,\frac{4.104\times180}{167.8^2}
\approx0.0326\ \text{V}^{-1}.
\]

With unrounded inputs \(g'\) is 0.03265 V⁻¹. The ion speed is 1036 m/s and a full transit takes 9.65 µs. The bracket in (9) is 0.773, so \(T=7.46\) µs and

\[
L=\frac{7.46\times10^{-6}}{0.03265\times10^{-6}}\approx228\ \text{H}.
\]

One metre of wire has an inductance of the order of a microhenry, which is negligible beside this.

With \(S=0.4456\), equation (11) gives \(r=0.887\) MΩ. The static slope at 1 µA, computed with the full field distortion, is 0.827 MΩ, and this is the value to use here. Then

\[
C_{\max}=\frac{228.5}{(2.0\times10^6)(0.8267\times10^6)}
\approx138\ \text{pF},
\]

and (5) gives an onset frequency \(\omega_0/2\pi\approx686\) Hz. No resistance would stabilize this point above \(L/r^2\approx334\) pF.

At 0.1 µA, with the same \(R\), the limit rises to about 1300 pF. The factor is slightly below ten because \(r\) is larger, 0.882 MΩ.

## Comparison with a resolved gap

A one-dimensional model provides a test that contains neither \(r\) nor \(L\). It follows drifting ions on 200 cells, with prompt electron avalanches, field-dependent coefficients and Poisson's equation. It was linearized about its steady state and joined to the same circuit. It shares the argon coefficients, so it tests the reduction to a circuit, not those data.

Its critical capacitance at 1 µA is 139 pF and its onset frequency 685 Hz. Both differ from the lumped values by less than 1%, although \(Rg'I_0=0.065\) would allow several per cent. At 0.1 µA the capacitances are 1301 and 1296 pF, a difference of 0.4%. On this grid the difference does not shrink tenfold with the current. The grid makes a contribution that does not depend on current: an ion born on average in the middle of a cell spends a mean time there equal to a full cell's transit, so its path is half a cell too long. That is 0.0025 of the gap against a mean path of 0.773, which lengthens \(T\) by about 0.3%. In the limit of vanishing cell size the critical capacitances are 138.7 pF at 1 µA and 1298 pF at 0.1 µA, the onset frequency at 1 µA is 687.5 Hz, and the static slopes are about 0.1% lower, 0.826 and 0.881 MΩ. The lumped limits formed with these slopes are 138.4 and 1297.6 pF, so the differences become 0.3% and 0.03% and do shrink with the current. The gap-model rates listed next move by up to about 4 s⁻¹ in that limit.

At \(R=2\) MΩ the lumped roots are complex only between about 18 pF and 1.05 nF; below this range disturbances decay, and above it they grow, without oscillating. Three circuits at the same operating point, with the source voltage adjusted to hold 1 µA, show a stable case and the two ways of failing:

- \(R=2\) MΩ, \(C=70\) pF: a damped oscillation, with rate −1763 s⁻¹ in the lumped model and −1792 s⁻¹ in the gap model.
- \(R=2\) MΩ, \(C=250\) pF: a growing oscillation, with rates 809 and 806 s⁻¹.
- \(R=0.5\) MΩ, \(C=70\) pF: growth without oscillation, with rates 1541 and 1545 s⁻¹.

For the first case the arithmetic is \(1/(RC)=7143\) s⁻¹ and \(r/L=3618\) s⁻¹, so the rate is \(-b/2=-(7143-3618)/2\approx-1763\) s⁻¹.

## Use with real discharges

A breakdown voltage between one hundred and a few hundred volts is reasonable for argon near 1 Torr cm. The current of 1 µA is far below that of a processing glow, which has a cathode fall and needs its own measured or computed \(r\) and \(L\). Conditions (1) still apply there if the small-signal response has the form \(-r+Ls\), with \(r,L>0\), over the relevant frequencies; equations (2) and (11) do not carry over. One uncertain input is the field dependence of \(\gamma\). Changing \(m\) from 1 to 0.5, with \(\gamma\) at the reference field held fixed, lowers the small-current \(r\) from 0.887 to 0.490 MΩ and raises the corresponding capacitance limit from 129 to 253 pF; with the local slope at 1 µA the limits are 138 and 283 pF. The falling characteristic itself depends on \(m\). At this field \(\alpha(E)\) is concave, so the distortion lowers \(a\) at second order and opposes the gain through \(\gamma\). For \(m=0.1\) the model gives \(r=0.067\) MΩ at 1 µA against 0.107 MΩ from (11), and a rising characteristic by 3 µA; for \(m=0\) the characteristic is rising at 1 µA. Real cathodes also emit under photons and metastable atoms. If half the feedback were prompt photoemission, with \(g'\), \(r\), \(R\) and \(I_0\) unchanged, \(T\), \(L\) and \(C_{\max}\) would halve, the last to about 69 pF. Metastables arriving over times comparable with the oscillation period invalidate the single-delay expansion, and the example lies in this regime. With a rough diffusion coefficient \(D\approx54\) cm²/s for argon metastables at 1 Torr, the diffusion time \(d^2/(\pi^2D)\) is about 1.9 ms, against a period of 1.5 ms. Model this channel as a single exponential delay, with the static \(r\) unchanged. A share of 0.2% of the feedback then raises the critical capacitance of the resolved gap from 139 to about 150 pF, 1% raises it to about 230 pF and 2% to about 590 pF. The exponential form is itself an approximation. One-dimensional diffusion from the birth profile \(e^{\alpha x}\) has a mean delay of 2.4 ms; in the lumped impedance it changes the 0.2% and 1% limits by less than 3% and raises the 2% limit by about 10%. The figures of the worked example therefore belong to purely ionic feedback.

Two other omissions shift the operating voltage. Electrons need about 16 V, or 9.5% of the gap, before they can ionize. Removing that fraction of \(a\) and dividing by \(g'\) suggests a shift of order 12 V. Setting \(\alpha=0\) over the first 16 V raises the breakdown voltage by 12.6 V and also raises \(C_{\max}\) at 1 µA from 138 to about 148 pF. Lateral electron loss to an absorbing wall at the electrode radius would add about 1.5 V, because ions are born on average at \(0.773d\); counting the loss over the whole gap gives 2 V. Such a wall does more than shift the voltage. It peaks the current density on the axis, which the one-dimensional formulas ignore. A first-order estimate with a Bessel profile raises \(r\) by a factor of roughly 1.5 and lowers \(C_{\max}\) to about 90 pF. Electron transit takes about 20 ns and lengthens a generation by about 15 ns, or 0.2% of \(T\), an effect absent from both models compared above, and gas heating is about 0.01 K. The gap contributes 0.9 pF to \(C\).

These shifts matter for setting the source. In the example it stands at 168.9 V, only 1.1 V above breakdown. On the static characteristic \(dI/dV_s=1/(R-r)\approx0.85\) µA/V, so the source must be adjusted to the measured current, not set from the calculated voltage.

For implementation, measure the static slope at the intended current and choose \(R\) above \(r\). Then obtain \(L\) from the small-signal response, or from (2) where its assumptions hold, and compare the total capacitance with \(L/(Rr)\). This comparison is valid only if the impedance keeps the form \(-r+Ls\) up to the expected onset frequency. With the 1% metastable share above, the static \(r\) and the low-frequency \(L\) give about 490 pF for the exponential delay and about 580 pF for the diffusive one, more than twice the true limit. Coaxial cable adds very roughly 100 pF per metre, so in this example the lead alone can decide stability. Conditions (1) concern the total current only. On a falling characteristic the current can also redistribute across the electrode at fixed voltage, and neither \(R\) nor \(C\) acts on such a mode. It gains about \(rg'I_0\approx0.027\) per generation and is damped by lateral electron diffusion. A rough estimate with a characteristic energy of 6 eV, which also allows for the weaker cathode field of a laterally varying charge, puts the damping of the lowest mode only 1.2 (reflecting wall) to 4 (absorbing wall) times above the gain for the 10 cm² electrode, and below the gain for 100 cm² at the same current density. The values of the 200-cell calculation are in the numerical output.

## Values computed for the example and the checks

```
Random circuits tested: 4000  stable: 1011
Pressure 1.0 Torr, gap 1.0 cm, area 10 cm2
Current 1.0 uA, feed resistance R 2.0 Mohm
Ionization A 12 /(cm Torr), B 180 V/(cm Torr)
Drift coefficient 80 m/s per sqrt(V/(cm Torr))
gamma 0.02 at 200 V/(cm Torr), m 1.0
Breakdown voltage 167.78 V
Operating voltage 166.92 V, supply 168.92 V
a = alpha d 4.104, gamma at breakdown 0.0168
Gain slope g' 0.03265 1/V
Ion speed 1036 m/s, full transit 9.65 us
Mean ion delay T 7.46 us
Shape factor S 0.4456
r, small-current formula 0.8868 Mohm
r, gap model at 0.01 uA 0.8873 Mohm
r, static slope at 1 uA 0.8267 Mohm
L, formula 228.5 H; gap model 228.5 H
Critical C, formula 138.2 pF
Critical C, gap model 139.1 pF
Onset frequency, formula 685.9 Hz
Onset frequency, gap model 685.3 Hz
Validity number R I g' 0.0653
At 0.1 uA: r 0.8817 Mohm, L 2285 H
At 0.1 uA: critical C, formula 1296.1 pF
At 0.1 uA: critical C, gap model 1300.7 pF
Case R 2.0 Mohm, C 70 pF:
  lumped: rate -1763 1/s, |omega| 5793 rad/s
  gap model: rate -1792 1/s, |omega| 5799 rad/s
Case R 2.0 Mohm, C 250 pF:
  lumped: rate 809 1/s, |omega| 3101 rad/s
  gap model: rate 806 1/s, |omega| 3109 rad/s
Case R 0.5 Mohm, C 70 pF:
  lumped: rate 1541 1/s, |omega| 0 rad/s
  gap model: rate 1545 1/s, |omega| 0 rad/s
Gap capacitance 0.89 pF
Electron transit 20 ns (mobility 30 m2/Vs)
Lateral loss, absorbing wall: 0.065 off a, about 2.0 V
  (characteristic energy 6 eV, radius 1.78 cm)
Distance to gain 16 eV: 9.5 % of gap
Gas heating 0.0116 K (conductivity 0.018 W/mK)
Lead inductance scale, mu0 x 1 m: 1.26 uH
Small-current r: critical C 128.9 pF for m = 1
With m = 0.5: r 0.4903 Mohm, critical C 253.1 pF
```
